\section*{Does echo modulation depth grow with the nuclear gyromagnetic ratio?}

\section{The belief and the fields at the nucleus}

\textbf{Q.} The dipolar coupling between an electron and a nucleus is proportional to the nuclear gyromagnetic ratio $\gamma$. A proton has a larger $\gamma$ than a deuteron, so at the same site it should modulate the electron spin echo more deeply. I would expect the depth to go as the coupling squared, which makes the deuteron weaker by $(\gamma_D/\gamma_H)^2=0.0236$. Is that right?

\textbf{A.} No. The coupling does scale that way, but the depth depends on the coupling compared with something else that also contains $\gamma$. Take an electron spin $S=1/2$ with isotropic $g>0$ and one nucleus of spin $I$ and $\gamma>0$, treated as point dipoles. Their separation has length $r$ and direction $\mathbf n=(\sin\theta,0,\cos\theta)$, with the field $B_0$ along $z$. The moments are $-g\mu_B\mathbf S$ and $\gamma\hbar\mathbf I$, with dimensionless spin operators. The dipole energy is then
\begin{equation}
H_{dd}=\hbar\gamma b\,[3(\mathbf S\cdot\mathbf n)(\mathbf I\cdot\mathbf n)-\mathbf S\cdot\mathbf I],
\qquad b=\frac{\mu_0}{4\pi}\frac{g\mu_B}{r^3},
\end{equation}
where $b$ is a magnetic field. The electron Zeeman energy is much larger than this coupling, so I keep only the terms in $S_z$:
\begin{align}
H_{dd}/\hbar&\simeq S_z(A I_z+B I_x),\\
A&=\gamma b_z,\quad b_z=b(3\cos^2\theta-1),\\
B&=\gamma b_x,\quad b_x=3b\sin\theta\cos\theta .
\end{align}
Add the nuclear Zeeman term $-\gamma B_0I_z$. For $m_S=\pm1/2$ the nuclear Hamiltonian is $-\hbar\gamma\,\mathbf B_\pm\cdot\mathbf I$, with
\begin{equation}
\mathbf B_\pm=\left(\mp\tfrac12 b_x,\;0,\;B_0\mp\tfrac12 b_z\right).
\end{equation}
These two fields contain no nuclear property. The nucleus sets how fast it precesses about them, not where they point.

\section{From the fields to the echo}

\textbf{Q.} Why should the echo care about directions?

\textbf{A.} Let $U_\pm=\exp(i\gamma\tau\,\mathbf B_\pm\cdot\mathbf I)$ be the nuclear evolution during one delay $\tau$. Assume ideal pulses, unpolarized nuclei and no relaxation. After the $\pi/2$ pulse, the electron coherence $|+\rangle\langle-|$ carries the nuclear unit operator. The first delay turns that into $U_+U_-^\dagger$. The $\pi$ pulse exchanges the electron states, and the second delay gives $U_-U_+U_-^\dagger U_+^\dagger$. The electron Zeeman phases cancel. The opposite coherence contributes the complex conjugate trace, so the echo relative to no coupling is
\begin{equation}
V=\frac{\operatorname{Re}\operatorname{Tr}(U_-U_+U_-^\dagger U_+^\dagger)}{2I+1}.
\end{equation}
Put $X=U_-U_+$, $Y=U_+U_-$ and $C=X-Y$. Both $X$ and $Y$ are unitary, so $\operatorname{Tr}CC^\dagger=2(2I+1)-2\operatorname{Re}\operatorname{Tr}XY^\dagger$, and therefore
\begin{equation}
1-V=\frac{\operatorname{Tr}CC^\dagger}{2(2I+1)}.
\label{comm}
\end{equation}
The echo is reduced when the two precessions do not commute, which requires different axes.

For $I=1/2$, write $\mathbf I=\boldsymbol\sigma/2$, $\omega_\pm=\gamma|\mathbf B_\pm|$ and $\mathbf e_\pm=\mathbf B_\pm/|\mathbf B_\pm|$. Then
\begin{align}
U_\pm&=\cos\frac{\omega_\pm\tau}{2}+i\,\mathbf e_\pm\cdot\boldsymbol\sigma\,\sin\frac{\omega_\pm\tau}{2},\\
C&=-2i\,\sin\frac{\omega_+\tau}{2}\sin\frac{\omega_-\tau}{2}\,
(\mathbf e_-\times\mathbf e_+)\cdot\boldsymbol\sigma .
\end{align}
Since $(\mathbf v\cdot\boldsymbol\sigma)^2=|\mathbf v|^2$ for a real vector and the unit operator has trace 2, equation (\ref{comm}) gives
\begin{equation}
1-V_{1/2}=2k\sin^2\frac{\omega_+\tau}{2}\sin^2\frac{\omega_-\tau}{2},
\qquad k=|\mathbf e_-\times\mathbf e_+|^2 .
\label{half}
\end{equation}
So $k$ is the squared sine of the angle between the two fields. Their cross product has magnitude
\begin{equation}
\left|\tfrac12b_x(B_0+\tfrac12b_z)+\tfrac12b_x(B_0-\tfrac12b_z)\right|=|b_x|B_0,
\end{equation}
and hence, with $\omega_I=\gamma B_0$,
\begin{equation}
k=\left(\frac{b_xB_0}{|\mathbf B_+||\mathbf B_-|}\right)^2
=\left(\frac{B\omega_I}{\omega_+\omega_-}\right)^2
\simeq\left(\frac{B}{\omega_I}\right)^2=\left(\frac{b_x}{B_0}\right)^2 .
\end{equation}
The approximation is weak coupling, $b\ll B_0$. Your estimate scaled $B$ with $\gamma$ but left $\omega_I$ alone. Scaling $\omega_I$ while fixing $B$ makes the opposite error: the weak-coupling formula would then favour the deuteron by a factor of 42.

\textbf{Q.} Then do a proton and a deuteron give equal depths?

\textbf{A.} They would if they had the same spin and no quadrupole coupling. Without that coupling, $XY^\dagger$ is a product of rotations for any $I$, hence one rotation by an angle $\Phi$. Its trace is the sum of $e^{-im\Phi}$ over $m=-I,\ldots,I$, so
\begin{equation}
V_I=\frac{1}{2I+1}\sum_m\cos m\Phi\simeq1-\frac{\Phi^2}{2}\frac{\sum_m m^2}{2I+1}
=1-\frac{I(I+1)}{6}\Phi^2,
\end{equation}
using $\sum_m m^2=I(I+1)(2I+1)/3$. For $I=1/2$ the reduction is $\Phi^2/8$. The ratio at small $\Phi$ is therefore $\tfrac43I(I+1)$, or $8/3$ for $I=1$. If also $\gamma b\tau\ll1$, both sine factors in (\ref{half}) have nearly the phase $\omega_I\tau/2$, and
\begin{equation}
1-V_I\simeq\frac83I(I+1)\left(\frac{3b\sin\theta\cos\theta}{B_0}\right)^2
\sin^4\frac{\omega_I\tau}{2}.
\label{main}
\end{equation}
Because $b\propto r^{-3}$, the depth goes as $I(I+1)/(B_0^2r^6)$. For $I\ge1$ this requires a quadrupole coupling small compared with $\omega_I$, a condition that often fails for $^{14}$N. In a powder, $\langle\cos^2\theta\rangle-\langle\cos^4\theta\rangle=1/3-1/5=2/15$, so the squared angular factor $9\sin^2\theta\cos^2\theta$ averages to $6/5$.

\section{Numbers and limits}

\textbf{Q.} Can you show me a case?

\textbf{A.} Take $r=0.4$ nm, $\theta=45^\circ$ and $B_0=0.35$ T. Then $b=29.0$ mT and $b/B_0=0.0829$. The angular factor is $3/2$, so $k\simeq(1.5\times0.0829)^2=0.01546$. Equation (\ref{main}) predicts depths $2k=0.0309$ for the proton and $\tfrac{16}{3}k=0.0825$ for the deuteron. A simulation that retains the dropped dipolar terms gives 0.0306 and 0.0805, a ratio of 2.63. A spin $1/2$ given the deuteron's $\gamma$ returns the proton value, 0.0306.

\textbf{Q.} Why 2.63 and not 2.67?

\textbf{A.} The factor $8/3$ is a small-depth limit. For $I=1$, $V_1=(1+2\cos\Phi)/3$, while $V_{1/2}=\cos(\Phi/2)$. Hence $V_1=(4V_{1/2}^2-1)/3$. With $D_I=1-V_I$ taken at equal $\gamma\tau$,
\begin{equation}
D_1=1-\frac{4(1-D_{1/2})^2-1}{3}=\frac83D_{1/2}-\frac43D_{1/2}^2 .
\end{equation}
The ratio is $\tfrac83-\tfrac43D_{1/2}=2.667-0.041=2.626$. At $r=0.25$ nm the proton depth is 0.449 and the ratio has fallen to 2.07.

\textbf{Q.} Is there any comparison in which my intuition survives?

\textbf{A.} In part. At one fixed short delay the proton does modulate more deeply, though not by your factor. When $\omega_I\tau\ll1$, the last factor in (\ref{main}) is $(\gamma B_0\tau/2)^4$, so the early loss of echo grows as $\gamma^4$. That is a difference of clock rate. The first maximum comes near $\tau=\pi/\omega_I$, which is 34 ns for the proton and 219 ns for the deuteron. The $8/3$ compares each nucleus at its own maximum.

\textbf{Q.} What about contact coupling?

\textbf{A.} It adds a term to $A$, equivalent to a change of $b_z$. For isotopes with the same electron distribution that term also scales with $\gamma$, so $k$ remains independent of $\gamma$ within this $S_z$ model, even beyond weak coupling. Between different elements the contact field can differ, but
\begin{equation}
|\mathbf B_+|^2|\mathbf B_-|^2=\left(B_0^2+\frac{b_x^2+b_z^2}{4}\right)^2-B_0^2b_z^2,
\end{equation}
so, with the contact field included in $b_z$ and as long as $|b_z|\ll B_0$, it changes $k$ only at relative order $(b_z/B_0)^2$: expanding the product shows that $b_z$ raises $k$ by the fraction $\tfrac12(b_z/B_0)^2$. The depth has a second correction of the same order. At $\tau=\pi/\omega_I$ the phases of the two sine factors in (\ref{half}) are nearly $\pi/2\mp A\tau/4$, so their product is $\cos^4(A\tau/4)\simeq1-\tfrac{\pi^2}{8}(b_z/B_0)^2$. This loss outweighs the rise in $k$. Adding 1 MHz of contact coupling to the proton example, with the same sign as $A$, lowers the depth from 0.0306 to 0.0304. A large contact field is a different case. When $|b_z|$ approaches $2B_0$, one of the two fields loses its $z$ component and points sideways, and $k$ can come close to 1.

\textbf{Q.} A deuteron also has a quadrupole moment. Does that spoil the result?

\textbf{A.} If the quadrupole coupling is small compared with $\omega_I$, it barely changes the first maximum in a powder average or at orientations where $B$ is not small compared with $A$, but it matters later. Near $\theta=0$ or $90^\circ$, where $B$ vanishes, a quadrupole axis tilted from the field mixes the nuclear states and lets the $A$ term produce a weak modulation that (\ref{main}) misses. Let $H_0$ contain the nuclear Zeeman and quadrupole terms in angular-frequency units, with $U_0=e^{-iH_0\tau}$ and transition frequencies $\omega_{mn}$. Let $W=AI_z+BI_x$. To first order in $W$,
\begin{equation}
U_\pm\simeq U_0(1\mp\tfrac i2 Z),\qquad
Z=\int_0^\tau e^{iH_0t}We^{-iH_0t}\,dt .
\end{equation}
Multiplying out gives $C\simeq iU_0[Z,U_0]$. In the eigenbasis of $H_0$, $|Z_{mn}|^2=4|W_{mn}|^2\sin^2(\omega_{mn}\tau/2)/\omega_{mn}^2$, and the commutator supplies another factor $4\sin^2(\omega_{mn}\tau/2)$. Equation (\ref{comm}) becomes
\begin{equation}
1-V\simeq\frac{8}{2I+1}\sum_{m\ne n}\frac{|W_{mn}|^2}{\omega_{mn}^2}\sin^4\frac{\omega_{mn}\tau}{2}.
\end{equation}
Except at orientations where its first-order shift vanishes, a weak quadrupole term splits the deuteron line into two of nearly equal weight, separated by a frequency $\Delta$. At $\tau=1/(2\Delta)$ their phases $\omega_{mn}\tau/2$ differ by $\pi/2$. The average $(\sin^4x+\cos^4x)/2$ then reaches at most $1/2$, where a single line would reach 1.

For an axial model coupling $e^2qQ/h=0.2$ MHz, that is a term $\tfrac14(e^2qQ/h)\,[3(\mathbf I\cdot\mathbf n)^2-2]$ in frequency units, at $r=0.8$ nm and $\theta=45^\circ$, the first-period ratio to the proton is 2.65, against 2.67 without it. The splitting is 0.075 MHz. Near $\tau=6.7\,\mu$s the largest $1-V$ is $6.6\times10^{-4}$, against $12.5\times10^{-4}$ without the quadrupole term, close to the expected half. For the deuteron, the $8/3$ should therefore be read from the first maximum. The proton's first maximum, at 34 ns, often falls within the dead time of a real spectrometer. A later proton maximum can replace it while $|A|\tau/4\ll1$, because in weak coupling the height falls nearly as $\cos^4(A\tau/4)$. The pulses must also be short compared with the proton period of 67 ns. Longer ones reduce the proton depth more than the deuteron depth and so raise the ratio: in this model at 0.35 T it is about 2.8 for a $\pi$ pulse of 16 ns and already above 3 for one of 32 ns. The numerical check compares the first-order sum with the simulated echo over the first Larmor period, and tests the scaling laws as well.

\section*{Numbers as computed}
\begin{verbatim}
distance r = 0.40 nm, field B0 = 0.35 T, theta = 45 deg
electron frequency = 9.809 GHz
dipolar field scale b = 29.01 mT, b/B0 = 0.0829
proton: Larmor 14.9021 MHz, T 1.2354 MHz, A 0.6177 MHz, B 1.8531 MHz
proton: B/Larmor = 0.12435, k = 0.01536, tau of first maximum about 33.6 ns
deuteron: Larmor 2.2876 MHz, T 0.1896 MHz, A 0.0948 MHz, B 0.2845 MHz
deuteron: B/Larmor = 0.12435, k = 0.01536, tau of first maximum about 218.6 ns
angle between the two local fields = 7.119 deg
weak-coupling k = 0.01546
largest error of closed echo formulas = 2.9e-07
depth: proton 0.03065, deuteron 0.08048, ratio 2.6258
depth: spin 1/2 given the deuteron g factor 0.03065
weak-coupling depth: proton 0.03093, deuteron 0.08247
gamma ratio D/H = 0.15351, squared = 0.02356, inverse square = 42.44
r (nm), proton depth, deuteron depth, ratio:
  0.25  0.448803  0.928247  2.0683
  0.30  0.165309  0.404388  2.4463
  0.40  0.030649  0.080477  2.6258
  0.60  0.002713  0.007224  2.6630
  0.80  0.000483  0.001288  2.6660
depth ratio, r = 0.5 nm over 1.0 nm: 63.852
depth ratio, B0 = 0.35 T over 0.70 T (r = 0.6 nm): 3.9976
spin I, simulated depth relative to I=1/2, (4/3)I(I+1), r = 0.8 nm:
  1.0  2.6660  2.6667
  1.5  4.9971  5.0000
  2.5  11.6486  11.6667
orientation average, I=0.5: depth 0.01635, weak 0.01649
orientation average, I=1: depth 0.04309, weak 0.04398
orientation-averaged ratio D/H = 2.6355
proton depth with contact coupling 1.0 MHz = 0.03043
quadrupole coupling 0.2 MHz, r = 0.8 nm: first-period ratio D/H = 2.6523
quadrupole splitting = 0.0748 MHz, opposite phase at tau = 6.69 us
largest 1-V near that tau: with quadrupole 0.000656, without 0.001248
\end{verbatim}
